# Mean Scattering Cosine of a Heavy Sputtered Atom in a Light Gas, part 2

A calculation that follows sputtered atoms through a gas must either draw a random new direction at each collision or carry the old direction through and turn it. The mean cosine of the laboratory scattering angle \(\theta\), between the projectile's velocities before and after a collision, decides between them.

A projectile (mass \(m_p\), velocity \(\mathbf v\)) meets a gas atom (mass \(m_g\), velocity \(\mathbf V\)). Both are smooth, elastic, classical spheres that touch at centre distance \(d\). Hats mark unit vectors, \(\mathbf k\) is the unit vector from projectile to gas atom at contact, \(b\) is the impact parameter, and \(q=m_g/(m_p+m_g)\).

For a gas atom at rest, the first derivation used the impulse rule

\[
\mathbf v'=\mathbf v-2q(\mathbf v\cdot\mathbf k)\mathbf k .
\tag{2}
\]

Here \(s=1-b^2/d^2\), the squared cosine between \(\mathbf v\) and \(\mathbf k\), is uniform on \((0,1)\). With \(w=v'/v\) and \(\delta=(m_p-m_g)/(m_p+m_g)\), the angle and speed are related by

\[
\cos\theta=\frac1w\left(1-\frac{1-w^2}{1+\delta}\right)
=\frac{w+\delta/w}{1+\delta}.
\tag{4}
\]

For \(r\le1\) the largest deflection obeys \(\sin\theta_{\max}=r\), and the mean cosine, also written \(\mu\), is

\[
\langle\cos\theta\rangle = 1-\frac{r^2}{3},\qquad r=\frac{m_g}{m_p}\le 1 .
\tag{1}
\]

For \(r\ge1\) it is \(2/(3r)\).

The second derivation lets the gas atom move. The relative velocity \(\mathbf g=\mathbf v-\mathbf V\) keeps its magnitude \(g\) and turns by an angle \(\chi\). Its new direction \(\mathbf n\) is isotropic. The centre-of-mass velocity is unchanged:

\[
\mathbf W=\frac{m_p\mathbf v+m_g\mathbf V}{m_p+m_g}.
\]

The projectile leaves with

\[
\mathbf v'=\mathbf W+u\mathbf n,\qquad u=qg .
\tag{9}
\]

The example is copper (63.546 u) ejected at 5 eV into argon (39.948 u) at 5 mTorr and 400 K, with 10 cm to the substrate and \(d=0.25\) nm. Then \(r=0.6286\) and, for gas at rest, \(\mu=0.868\).

### The mean direction as a gradient

The mean of the unit vector along \(\mathbf v'\) is required. For any fixed \(\mathbf n\) and \(u\), the gradient of a vector's length with respect to the vector is its unit vector:

\[
\nabla_{\mathbf W}\,|\mathbf W+u\mathbf n|=\frac{\mathbf W+u\mathbf n}{|\mathbf W+u\mathbf n|}.
\]

The mean direction is therefore the gradient of the mean length \(A(W)=\langle|\mathbf W+u\mathbf n|\rangle\). In this differentiation \(u\) is held fixed, although in a collision both \(u\) and \(W\) are set by the incoming velocities. The gradient may be taken outside the average when \(W\ne u\), because the length then never vanishes.

Let \(x\) be the cosine between \(\mathbf n\) and \(\mathbf W\), uniform on \((-1,1)\), and let \(\ell=\sqrt{W^2+u^2+2Wux}\). Then \(\ell\,d\ell=Wu\,dx\), and

\[
A=\frac12\int_{-1}^{1}\ell\,dx
=\frac1{2Wu}\int_{|W-u|}^{W+u}\ell^2\,d\ell
=\frac{(W+u)^3-|W-u|^3}{6Wu}.
\]

For \(W>u\) the numerator is \(6W^2u+2u^3\), and for \(W<u\) it is \(6u^2W+2W^3\). Hence

\[
A=W+\frac{u^2}{3W}\quad(W>u),\qquad
A=u+\frac{W^2}{3u}\quad(W<u).
\]

\(A\) depends on the length of \(\mathbf W\) alone, so its gradient is \(dA/dW\) along the unit vector \(\hat{\mathbf W}\):

\[
\left\langle\frac{\mathbf v'}{v'}\right\rangle=\hat{\mathbf W}\,F(\rho),\quad
\rho=\frac uW,\quad
F(\rho)=\begin{cases}1-\rho^2/3,&\rho\le1\\ 2/(3\rho),&\rho\ge1.\end{cases}
\tag{10}
\]

At \(\rho=1\) the two forms meet at \(2/3\), and the value there follows by continuity, since a unit vector is bounded.

For a gas atom at rest, \(\mathbf W=(1-q)\mathbf v\) and \(u=qv\). Then \(\hat{\mathbf W}\) is the original direction and \(\rho=q/(1-q)=r\). Equation (10) becomes \(\langle\cos\theta\rangle=1-r^2/3\) for the heavier projectile. The condition \(r\le1\) has a plain meaning here: the sphere of final velocities does not enclose the origin. When it does, some final velocities point backwards and the other branch applies.

### What each derivation assumes

Both derivations use classical, two-body collisions and uniform impact points. They use the hard-sphere shape at different places.

The first derivation works in the laboratory with the gas atom at rest. Its relation between angle and speed needs only momentum and energy conservation. If \(\mathbf k\) is reinterpreted as the direction of the momentum transfer, that relation and the limit \(\sin\theta_{\max}=r\) hold for any elastic collision law whose deflections include the one at the maximum. The hard sphere enters through the uniform distribution of \(s\). Another interaction generally gives another distribution, and the mean cosine and the mean energy loss can then differ.

The second derivation needs two facts after the collision: the relative velocity is isotropic, and its magnitude is known. Hard spheres supply the isotropy, but equation (10) does not ask where it came from. The gas atom may move, and the collision may be inelastic, provided the isotropy remains. In exchange, the mean direction is obtained without the link between a particular angle and a particular energy loss. A simulation needs that link, and either the impulse rule or equation (9) supplies it.

### When the gas is warm

A moving gas atom tilts \(\mathbf W\) away from \(\mathbf v\) and changes \(\rho\). The number of collisions per unit time with atoms of velocity \(\mathbf V\) is proportional to \(g\), because the disc of area \(\pi d^2\) sweeps through those atoms at the relative speed. The mean cosine per collision is therefore

\[
\mu_T=\frac{\langle g\,(\hat{\mathbf v}\cdot\hat{\mathbf W})F(\rho)\rangle}{\langle g\rangle},
\tag{11}
\]

where the brackets are averages over Maxwell's distribution of \(\mathbf V\).

For a fast projectile the leading correction can be found by expansion. Measure velocities in units of \(v\), and let \(z\) and \(p\) be the components of \(\mathbf V\) along and across \(\mathbf v\). Each Cartesian component has the variance

\[
\varepsilon=\frac{k_BT/m_g}{2E/m_p}=\frac{k_BT}{2Er},
\]

where \(E\) is the projectile's energy, so \(\langle z^2\rangle=\varepsilon\) and \(\langle p^2\rangle=2\varepsilon\). To second order

\[
g\approx1-z+\frac{p^2}2,\qquad
\hat{\mathbf v}\cdot\hat{\mathbf W}\approx1-\frac{r^2p^2}2 .
\]

Thus \(\langle g\rangle\approx1+\varepsilon\), and the first part of the numerator in (11), with \(F\) replaced by 1, is \(1+\varepsilon-r^2\varepsilon\). The second part contains \(\rho^2=q^2g^2/W^2\) and needs two more expansions:

\[
g^3\approx1-3z+3z^2+\tfrac32p^2,
\]
\[
\frac{\hat{\mathbf v}\cdot\hat{\mathbf W}}{W^2}\approx\frac{1-2rz+3r^2z^2-\tfrac32r^2p^2}{(1-q)^2}.
\]

In the average of their product the two \(r^2\) terms cancel, and the product of the linear terms contributes \(6r\varepsilon\). With \(q/(1-q)=r\), the second part is \(-(r^2/3)(1+6\varepsilon+6r\varepsilon)\). Division by \(1+\varepsilon\) gives, to first order in \(\varepsilon\),

\[
\mu_T\approx1-\frac{r^2}{3}-\varepsilon\,\frac{r^2(8+6r)}{3}.
\tag{12}
\]

The expansion uses only the branch \(\rho<1\) of \(F\). It therefore needs the thermal spread of \(\rho\), about \(r(1+r)\sqrt\varepsilon\), to be small beside \(1-r\), and it overstates the correction near equal masses. Within this range thermal motion lowers the mean cosine of a fast, heavier projectile. For copper at 5 eV in argon at 400 K, \(k_BT=0.0345\) eV and \(\varepsilon=0.0345/(2\times5\times0.6286)=0.0055\). The last term is then about 0.0085, which brings the mean cosine from 0.8683 to 0.860.

Numerical quadrature of (11) over the Maxwell distribution gives 0.860 at 5 eV, 0.826 at 1 eV and 0.703 at 0.2 eV. The collision rate rises above its value in a stationary gas of the same density by 0.55%, 2.7% and 14%. At 0.2 eV \(\varepsilon\) is about 0.14, and equation (12) would give 0.66, so the expansion no longer suffices. The loss \(1-\mu_T\) is there 0.297, against 0.132 for a gas at rest. The stationary-gas law is thus good for the first collisions of a 5 eV atom and poor for the later ones.

### When the repulsion is soft

Real atoms begin to repel before any sharp contact. A distant passage then gives a small deflection, and the relative velocity is no longer isotropic. The size of this effect can be estimated with the Ziegler–Biersack–Littmark universal potential at centre distance \(R\),

\[
U(R)=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0R}\,\Phi(R/a),\qquad
a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},
\]
\[
\Phi(t)=0.1818e^{-3.2t}+0.5099e^{-0.9423t}+0.2802e^{-0.4029t}+0.02817e^{-0.2016t},
\]

with \(a_0\) the Bohr radius, \(Z_1=29\) and \(Z_2=18\). It was built for close collisions at much higher energies and has no attraction. At a few eV it is used at distances of 0.2 to 0.5 nm, where it is probably much too repulsive for copper and argon. At 0.228 nm it gives 1.93 eV, while rough self-consistent calculations in a small basis give about 0.2 eV (PBE) and 0.7 eV (Hartree–Fock). At 0.30 nm it gives 0.37 eV, while PBE finds a weak attraction. The diameters and cosines found from it below therefore illustrate what softness does. They are not values for the real pair.

The energy available in the centre-of-mass frame is \(E_c=qE\), or 1.93 eV for a 5 eV copper atom. Conservation of angular momentum gives \(R^2\dot\phi=bg\), where \(\phi\) is the polar angle of the separation. Conservation of energy gives \(\dot R^2=g^2(1-b^2/R^2-U/E_c)\). Their quotient \(\dot\phi/\dot R\), integrated in and out from the closest distance \(R_0\), gives the angle swept, and the deflection is the difference from a straight path:

\[
\chi(b)=\pi-2b\int_{R_0}^{\infty}\frac{dR}{R^2\sqrt{1-b^2/R^2-U(R)/E_c}} .
\]

The laboratory angle follows from (9) with the gas atom at rest, and numerical integration over \(b\) gives the averages.

In classical mechanics, a potential that never quite reaches zero deflects the atom at every distance. The number of collisions, and with it the mean cosine, therefore depends on the smallest deflection that is counted. At 5 eV it is 0.934 if deflections \(\chi\) above \(10^\circ\) count, and 0.965 if those above \(1^\circ\) count. The hard-sphere value is 0.868. A quantity free of this choice is the area

\[
\sigma_1=\int_0^\infty2\pi b\,(1-\cos\theta)\,db ,
\]

which measures the loss of direction per unit path and gas density. For hard spheres it equals \(\pi d^2r^2/3\). Equating the two defines an equivalent diameter, which is 0.32 nm at 1 eV, 0.25 nm at 5 eV and 0.19 nm at 20 eV. The chosen \(d=0.25\) nm thus suits the loss of direction at 5 eV in this potential. A weaker and steeper repulsion, an exponential fitted to the rough PBE energies, gives about 0.19 nm at 5 eV and 0.22 nm at 1 eV, so the real diameter may be smaller and vary less with energy. The loss of energy per unit path is a different average over \(b\). Its equivalent diameter at 5 eV is 0.24 nm, so the same choice nearly serves for both. Held fixed at all energies, the chosen diameter would give an area for the loss of direction that is too small by a factor of about 1.6 at 1 eV, and too large by a factor of about 1.7 at 20 eV, since the area varies as the square of the diameter.

The hard-sphere cosine should therefore be paired with a diameter matched to \(\sigma_1\) at the energy in question. If it is paired with a larger cross-section that also counts weak deflections, direction is lost too quickly.

### Diffraction and excitation

A wave limited to a width \(d\) spreads through an angle of order \(1/(kd)\), where \(\hbar k\) is the relative momentum. At 5 eV this is \(0.15^\circ\), small beside the typical hard-sphere deflection. Classical mechanics is adequate for the turning of the atom here, though not for counting deflections as small as this.

The lowest excitation of copper needs roughly 1.4 eV, which is less than the 1.93 eV available. The slowest exponential in \(\Phi\) decays over \(a/0.2016=0.0565\) nm. This length times the excitation energy, divided by \(\hbar v\), is about 31. The repulsion itself falls faster, over about 0.04 nm at the closest distance of a head-on collision, which lowers the number to about 22. A steeper wall with a decay length of 0.02 nm would give about 11. The collision is therefore slow on the time scale of the excitation, which suggests that excitation is weak unless electronic levels come close together during the encounter. This is an estimate of scale and not a probability. If every collision did excite the atom and stayed isotropic, \(u\) would shrink by \(\sqrt{1-1.4/1.93}\), and equation (10) would give

\[
1-\frac{0.6286^2}{3}\left(1-\frac{1.4}{1.93}\right)=0.964 .
\]

### The model beside a sputtering chamber

A few millitorr, several centimetres of throw and ejection energies of a few eV are roughly typical of magnetron sputtering, so none of the chosen values is extreme. A real target emits atoms with a broad range of energies and angles, and the gas near it may be warmer and thinner than elsewhere. At 5 eV, and within the universal potential, whose tail is not reliable for this pair, the assumption of hard contact affects the mean cosine more than the motion of a gas at 400 K does, if weak deflections are counted: the estimate above changes 0.868 to 0.934 or 0.965, for the cut-offs of \(10^\circ\) and \(1^\circ\). If the diameter is matched at that energy, the loss of direction per unit path is unchanged. For atoms slowed to a few tenths of an eV, the motion of the gas becomes a large correction as well. For copper in argon near 5 eV, the choice posed at the start is then settled in favour of carrying the direction through the collision. Random directions could imitate the loss of direction per unit path if the collision area were multiplied by \(1-\mu\), but the atom would then lose too little energy on its way. As the atom slows, the diameter must be adjusted to its energy, and the thermal motion of the gas must be included.
